# Gibbs-Thomson shift of a large precipitate from the Cahn-Hilliard equation

A matrix in equilibrium with a flat slab of precipitate holds a solute fraction of 0.08387 in the model alloy treated here. Around a spherical precipitate of radius 100 Å, at the same temperature, it holds 0.08581, which is 2.3 % more. The chemistry of the two phases is unchanged, and the interface is only about 6 Å wide. The extra solute reflects a rise of \(1.008\times10^{-3}\) eV in the chemical potential, caused by curvature.

## Model and conventions

Let \(c\) be the solute fraction on the sites of a substitutional alloy and \(v\) the volume per site. The free energy is

\[
F=\frac1v\int\left[g(c)+\frac{\kappa}{2}|\nabla c|^2\right]dV ,
\]

where \(g\) is the free energy per site of a uniform alloy and \(\kappa>0\) is constant. Stress is left out at first. The relations below hold in atomic units or in eV and Å, since no unit-dependent constant enters them.

Vary \(c\) by \(\delta c\) and integrate the gradient term by parts. With zero normal gradient at the outer boundary, the surface term vanishes and

\[
\delta F=\frac1v\int\mu\,\delta c\,dV,\qquad \mu=g'(c)-\kappa\nabla^2c .
\]

Replacing a solvent atom by a solute atom costs \(\mu\), so \(\mu\) is an exchange potential: solute minus solvent.

The Cahn-Hilliard equation is \(\partial c/\partial t=\nabla\cdot(M\nabla\mu)\), with mobility \(M>0\). In a stationary state without flux through the boundary, multiplication by \(\mu\) and integration give

\[
0=\int\mu\,\nabla\cdot(M\nabla\mu)\,dV=-\int M|\nabla\mu|^2dV ,
\]

so \(\mu\) is uniform. Its value for a planar interface is \(\mu_0\), with compositions \(c_\alpha\) in the matrix and \(c_\beta\) in the precipitate. Define \(\Delta c=c_\beta-c_\alpha>0\) and \(\delta\mu=\mu-\mu_0\). The radius \(R\) is where \(c=(c_\alpha+c_\beta)/2\), and the width \(\ell\) is \(\Delta c\) divided by the planar slope at that composition. The result to be derived is

\[
\boxed{\;\delta\mu=\frac{2\sigma v}{R\,\Delta c}\left[1+O\!\left(\frac{\ell}{R}\right)\right]\;}
\]

where \(\sigma\) is the planar interface energy per area.

## First derivation: projection onto the gradient

**The planar interface.** Let the precipitate lie at negative \(x\). The profile \(c_0(x)\) obeys \(g'(c_0)-\kappa c_0''=\mu_0\). Multiplied by \(c_0'\), every term is a derivative:

\[
\frac{d}{dx}\left[g(c_0)-\mu_0c_0-\frac{\kappa}{2}c_0'^2\right]=0 .
\]

The gradient vanishes far away on both sides, so \(g(c_\alpha)-\mu_0c_\alpha=g(c_\beta)-\mu_0c_\beta\). Together with \(g'(c_\alpha)=g'(c_\beta)=\mu_0\), this is the common-tangent construction. Let \(\omega(c)=g(c)-g(c_\alpha)-\mu_0(c-c_\alpha)\) be the height above the tangent. The conserved bracket then gives

\[
\omega(c_0)=\frac{\kappa}{2}c_0'^2 .
\]

The interface energy is the excess over the tangent plus the gradient energy. These parts are equal, hence

\[
\sigma=\frac1v\int\left[\omega+\frac{\kappa}{2}c_0'^2\right]dx
=\frac{\kappa}{v}\int c_0'^2dx
=\frac1v\int_{c_\alpha}^{c_\beta}\sqrt{2\kappa\,\omega(c)}\,dc .
\]

The last form uses \(c_0'^2dx=|c_0'|\,dc\) and \(|c_0'|=\sqrt{2\omega/\kappa}\).

**The sphere.** For a radial field \(\nabla^2c=c''+2c'/r\), so

\[
g'(c)-\kappa c''-\frac{2\kappa}{r}c'=\mu .
\]

Multiply by \(c'\) and integrate over \(r\), without the volume weight \(r^2\). The first two terms and the right side are again total derivatives:

\[
\left[g-\mu c-\frac{\kappa}{2}c'^2\right]_{\rm in}^{\rm out}=2\kappa\int\frac{c'^2}{r}\,dr .
\]

At the centre \(c'=0\) by regularity, and far outside the composition is flat. Define \(p=\mu c-g\), which is \(v\) times the pressure-like quantity equal to minus the grand-potential density. Then

\[
p_{\rm in}-p_{\rm out}=2\kappa\int\frac{c'^2}{r}\,dr .
\]

No expansion in \(1/R\) has been made. The planar problem has no such term: the curvature part of the Laplacian acts like friction on the profile, and a difference in \(p\) must balance it.

**The bulk side.** On both sides the composition is flat up to exponentially small tails, so \(g'(c)=\mu\) there. Along each bulk phase,

\[
\frac{dp}{d\mu}=c+(\mu-g')\frac{dc}{d\mu}=c,\qquad
\frac{d^2p}{d\mu^2}=\frac{dc}{d\mu}=\frac1{g''} .
\]

At \(\mu_0\) the two values of \(p\) are equal. Therefore

\[
p_{\rm in}-p_{\rm out}=\delta\mu\,\Delta c+S\,\delta\mu^2+\dots,\qquad
S=\frac12\left(\frac1{g''_\beta}-\frac1{g''_\alpha}\right).
\]

**The interface side.** Put \(r=R+x\) and expand \(c=c_0(x)+c_1(x)/R+\dots\), \(\delta\mu=a/R+\dots\). The terms of order \(1/R\) in the radial equation are

\[
g''(c_0)c_1-\kappa c_1''=a+2\kappa c_0' .
\]

Differentiating the planar equation shows that \(c_0'\) is annihilated by the operator on the left. Multiply by \(c_0'\) and integrate, moving the derivatives by parts. The left side vanishes, and the right side gives \(0=-a\Delta c+2\sigma v\), because \(\int c_0'dx=-\Delta c\). A bounded correction \(c_1\) thus requires \(a=2\sigma v/\Delta c\), in agreement with the law.

The gradient of \(c_1\) is confined to the interface, where \(1/r=1/R-x/R^2+\dots\), so

\[
2\kappa\int\frac{c'^2}{r}dr=\frac{2\kappa}{R}\int c_0'^2dx+O(R^{-2})=\frac{2\sigma v}{R}+O(R^{-2}) .
\]

Equating this to \(\delta\mu\,\Delta c+O(\delta\mu^2)\) gives the boxed result. Moving the marker for \(R\) by a length of order \(\ell\) changes \(1/R\) by a relative amount of order \(\ell/R\), which the stated correction already covers.

**Symmetric free energy.** If \(g(1-c)=g(c)\), then \(\mu_0=0\). Replace \(c(x)\) by \(1-c(-x)\). The radial equation keeps its form with \(R\to-R\) and \(\delta\mu\to-\delta\mu\), and the midpoint stays at \(x=0\). The expansion of \(\delta\mu\) therefore has odd powers of \(1/R\) alone, and the relative correction starts at \(1/R^2\). With the asymmetric part of \(g\) removed, the relative errors at 60 and 120 Å have the ratio 4.000, as expected for a doubled radius.

## Second derivation: work of forming the sphere

Now treat the precipitate as a uniform sphere with a surface energy, in a large matrix held at fixed \(\mu\). The grand potential is \(F\) minus \(\mu\) times the number of solute atoms, and its density in a bulk phase is \((g-\mu c)/v=-p/v\). Replacing matrix by precipitate within radius \(R\) and adding the surface costs

\[
W(R)=-\frac{4\pi R^3}{3v}\,(p_\beta-p_\alpha)+4\pi R^2\sigma .
\]

Equilibrium requires \(dW/dR=0\):

\[
-\frac{4\pi R^2}{v}(p_\beta-p_\alpha)+8\pi R\sigma=0
\quad\Rightarrow\quad
p_\beta-p_\alpha=\frac{2\sigma v}{R} .
\]

The bulk expansion \(p_\beta-p_\alpha=\delta\mu\,\Delta c\), valid to first order, again gives \(\delta\mu=2\sigma v/(R\Delta c)\). The factor 2 comes here from the growth of area with radius, \(dA/dR=2A/R\). In the projection it came from the term \(2c'/r\).

This route also shows the kind of equilibrium. At the stationary radius,

\[
\frac{d^2W}{dR^2}=-\frac{8\pi R}{v}(p_\beta-p_\alpha)+8\pi\sigma=-16\pi\sigma+8\pi\sigma=-8\pi\sigma .
\]

At fixed \(\mu\) the sphere sits at a maximum: a smaller one dissolves and a larger one grows. The field equation agrees. Differentiating the radial equation with respect to \(r\) gives

\[
\left[g''(c)-\kappa\nabla^2\right]c'=-\frac{2\kappa}{r^2}\,c' .
\]

Since \(c'\) is concentrated near \(r=R\), the second variation has a radial mode with eigenvalue close to \(-2\kappa/R^2\). A change of radius by \(\delta R\) changes the field by \(-c'\delta R\), so

\[
\frac{d^2W}{dR^2}=\frac{4\pi}{v}\int r^2c'\left(-\frac{2\kappa}{r^2}c'\right)dr
=-\frac{8\pi\kappa}{v}\int c'^2dr\simeq-8\pi\sigma .
\]

In a closed container the solute content is fixed instead. Growth by \(dR\) lowers the composition of a matrix of volume \(V_m\) by \(4\pi R^2\Delta c\,dR/V_m\), and its potential by \(g''_\alpha\) times that. If the change of composition inside the precipitate is neglected, the second derivative of the free energy becomes

\[
\frac{d^2F}{dR^2}\simeq-8\pi\sigma+\frac{(4\pi R^2\Delta c)^2g''_\alpha}{vV_m} .
\]

A sufficiently small matrix makes this positive and holds the sphere at its radius. If the precipitate, of volume \(V_p\), adjusts its composition too, \(V_m/g''_\alpha\) is replaced by \(V_m/g''_\alpha+V_p/g''_\beta\). For the example below, with \(R=100\) Å in a closed sphere of radius 160 Å, this lowers the second derivative from about 20 to about 12 eV/Å\(^2\), which is still positive.

## What each derivation assumes

The first derivation needs the full equation: a specific gradient energy and a smooth profile. Constant \(\kappa\) is a convenience. A coefficient \(\kappa(c)\) adds \(-\tfrac12\kappa'(c)|\nabla c|^2\) to \(\mu\), and the projection keeps its form with \(\kappa(c)\) inside the integrals. In return it produces \(\sigma\) from \(g\) and \(\kappa\), shows that the planar value enters at leading order, and fixes the order of the error.

The second needs no equation for the profile. It applies to any isotropic interface with a known \(\sigma\), whether or not a gradient expansion describes it. It assumes, however, that \(\sigma\) may be taken as independent of \(R\), and that the radius of a diffuse object has been defined. It cannot estimate the resulting error by itself.

Both assume stable bulk phases, \(g''_\alpha,g''_\beta>0\), and a region of flat composition on each side. Both lose accuracy as \(R\) approaches \(\ell\). In the example below, where \(\ell\approx6\) Å, the law is 12 % too high at \(R=6\) Å and 79 % too high at 3 Å.

The approach to the critical point shows how this happens. In mean field, with \(\Delta c\) small, take \(\omega=b(c-c_\alpha)^2(c_\beta-c)^2\) with constant \(b\). The energy integral and the slope at the midpoint are

\[
\sigma v=\sqrt{2\kappa b}\int_{c_\alpha}^{c_\beta}(c-c_\alpha)(c_\beta-c)\,dc=\sqrt{2\kappa b}\,\frac{\Delta c^3}{6},\qquad
|c_0'|=\sqrt{\frac{2b}{\kappa}}\,\frac{\Delta c^2}{4} .
\]

Hence \(\delta\mu=\sqrt{2\kappa b}\,\Delta c^2/(3R)\) and \(\ell=(4/\Delta c)\sqrt{\kappa/2b}\). The shift vanishes as the phases become alike, but the width diverges, so a sphere of given \(R\) eventually leaves the regime of the law.

## Solubility and the solute's own potential

In the flat matrix \(g'(c_{\rm out})=\mu\). To first order,

\[
\delta c_\alpha=\frac{\delta\mu}{g''_\alpha}=\frac{2\sigma v}{R\,\Delta c\,g''_\alpha} .
\]

For a dilute matrix the mixing entropy dominates and \(g''_\alpha\simeq kT/c_\alpha\), which gives the familiar form \(\delta c_\alpha/c_\alpha=2\sigma v/(R\,\Delta c\,kT)\).

The potential of the solute alone is a different quantity. With \(n_A\) solvent and \(n_B\) solute atoms, the free energy is \((n_A+n_B)\,g(c)\) with \(c=n_B/(n_A+n_B)\). Its derivative with respect to \(n_B\) is \(\mu_B=g+(1-c)g'\). Then \(d\mu_B/dc=(1-c)g''\), so in the matrix

\[
\delta\mu_B=(1-c_\alpha)\,\delta\mu .
\]

## The numbers

The example uses round parameters at 1000 K, where \(kT=0.08617\) eV:

\[
g=c(1-c)\,[A+B(1-2c)]+kT\,[c\ln c+(1-c)\ln(1-c)],
\]

with \(A=0.220\) eV and \(B=0.030\) eV. The sites form an fcc lattice of cell edge 4.08 Å, with \(v=16.979\) Å\(^3\) and neighbour distance \(d=2.885\) Å.

The gradient coefficient follows from nearest-neighbour pair energies for the symmetric part \(A\). In the mean-field energy, \(-c_ic_j=\tfrac12(c_i-c_j)^2-\tfrac12(c_i^2+c_j^2)\), so composition differences cost \((A/24)\sum_j(c_i-c_j)^2\) per site, summed over the 12 neighbours. For a slow variation the sum is \(\sum_j(\mathbf d_j\cdot\nabla c)^2=12\,(d^2/3)|\nabla c|^2\) by cubic symmetry. The cost is \((Ad^2/6)|\nabla c|^2\), hence \(\kappa=Ad^2/3=0.6104\) eV Å\(^2\).

The common tangent gives \(c_\alpha=0.08387\), \(c_\beta=0.81976\) and \(\Delta c=0.73588\). The interface has \(\ell=6.15\) Å and \(\sigma=0.002181\) eV/Å\(^2\), or 34.9 mJ/m\(^2\). At \(R=100\) Å,

\[
\delta\mu=\frac{2(0.002181)(16.979)}{100(0.73588)}=1.006\times10^{-3}\ \text{eV},
\]

or 97 J/mol. Solving the radial equation with \(\mu\) as an unknown gives \(1.0077\times10^{-3}\) eV, so the law is low by 0.14 %.

That error is far smaller than \(\ell/R=0.06\). Its leading part, of order \(1/R\), vanishes for a symmetric \(g\) and so stems from the asymmetry of the free energy. The projection splits the error into two parts. With \(g''_\alpha=0.5317\) eV and \(g''_\beta=0.2583\) eV, \(S=0.995\) eV\(^{-1}\). The quadratic bulk term lowers \(\delta\mu\) by the fraction \(S\,\delta\mu/\Delta c=0.14\) %. The solved interface integral, \(7.4255\times10^{-4}\) eV, exceeds \(2\sigma v/R=7.405\times10^{-4}\) eV by 0.28 %. The two corrections partly cancel. From 400 to 800 Å the relative error multiplied by \(R\) changes only from 0.178 to 0.183 Å, as a leading correction of order \(1/R\) requires.

The solubility formula gives \(\delta c_\alpha=1.006\times10^{-3}/0.5317=0.00189\), hence a matrix composition of 0.08577, against the solved 0.08581. The dilute form would give a relative increase of 1.2 % instead of 2.3 %, because interactions reduce \(g''_\alpha\) to about half of \(kT/c_\alpha\). The solute's own potential rises by \(9.22\times10^{-4}\) eV.

A separate solution for a whole closed sphere of radius 160 Å, with fixed solute content, has a precipitate of \(R=99.7\) Å and \(\delta\mu=1.0105\times10^{-3}\) eV. At fixed \(\mu\) its lowest radial mode is \(-1.226\times10^{-4}\) eV, against \(-2\kappa/R^2=-1.228\times10^{-4}\) eV, and the next is positive. With the solute content held fixed, the state is stable against small radial changes.

## Coherency strain

Suppose now that the lattice is continuous across the interface and that the unstressed lattice expands by a strain \(\eta\) per unit composition. Let both phases have the same isotropic bulk modulus \(K\) and shear modulus \(G\), and write \(q=c-\bar c\), with \(\bar c\) the mean composition. For a displacement \(\mathbf u=\nabla\phi\) with dilatation \(\theta=\nabla^2\phi\), force balance reads

\[
\nabla\left[(K+\tfrac43G)\theta-3K\eta q\right]=0,\qquad
\theta=\frac{9K\eta q}{3K+4G} ,
\]

for fields that decay far away. The elastic energy is half the integral of stress times elastic strain. Force balance removes the part containing the total strain, which leaves \(-\tfrac12\eta q\) times the trace of the stress, \(3K(\theta-3\eta q)\). The energy density is therefore

\[
\frac{18KG}{3K+4G}\,\eta^2q^2=\frac{E}{1-\nu}\,\eta^2q^2 ,
\]

with Young modulus \(E\) and Poisson ratio \(\nu\). Per site this is \(Yq^2\), with \(Y=vE\eta^2/(1-\nu)\).

The strain energy is thus local, and \(\mu=g'+2Y(c-\bar c)-\kappa\nabla^2c\). With \(h=g+Yc^2\), the quantity \(m=\mu+2Y\bar c\) obeys \(m=h'(c)-\kappa\nabla^2c\). The projection applies unchanged and gives \(\delta m=2\sigma_hv/(R\Delta c_h)\), where the subscript denotes values computed from \(h\). The matrix composition shifts by \(\delta m/h''_\alpha\). In a large matrix \(\bar c=c_{\rm out}\), so the strain term vanishes there and \(\mu=g'(c_{\rm out})\). The capillary part is

\[
\delta\mu_{\rm cap}=\frac{g''_\alpha}{h''_\alpha}\,\frac{2\sigma_hv}{R\,\Delta c_h} ,
\]

with both second derivatives taken at the coherent matrix composition.

## The model beside gold alloys

The cell edge is an input chosen close to that of gold, about 4.1 Å, and \(E=0.50\) eV/Å\(^3\) and \(\nu=0.42\) are rough values for gold treated as elastically isotropic. These and the cubic constants below are room-temperature values; gold is softer at 1000 K, so the strain effects are somewhat overstated. A misfit \(\eta=0.04\) is a rough choice for a gold-based alloy with a miscibility gap. The mixing energies are round numbers and describe no particular solute. Of the effects estimated here, the neglected strain changes the matrix potential most. With \(Y=0.0234\) eV, the coherent planar compositions become 0.127 and 0.736, and the matrix potential rises by 0.0148 eV even without curvature. This is about 15 times the stress-free capillary shift at 100 Å. Real gold is strongly anisotropic, so the strain energy depends on the shape and orientation of the precipitate. With cubic elastic constants \(C_{11}=192\), \(C_{12}=163\) and \(C_{44}=42\) GPa, the rise is about 0.009 eV for flat (100) interfaces and 0.018 eV for (111). Averaging the strain energy over all directions, as suits a sphere, gives 0.0145 eV, close to the isotropic value. The cubic constants also make the flat coherent interface energy depend on orientation, about 0.0016 eV/Å\(^2\) for (100) and 0.00075 eV/Å\(^2\) for (111). With the isotropic \(Y\), the coherent interface energy falls to 0.00112 eV/Å\(^2\), and the capillary part becomes \(5.08\times10^{-4}\) eV, against \(5.05\times10^{-4}\) eV solved. The dependence on \(1/R\) survives, with about half the coefficient.

If misfit dislocations relax the strain, their energy must be added to \(\sigma\). With \(\epsilon=\eta\Delta c\), a dislocation line costs roughly \(Gd^2\ln(1/\epsilon)/[4\pi(1-\nu)]\) per length, and the lines of one array lie \(d/\epsilon\) apart. Two crossed arrays then cost \(2Gd\,\epsilon\ln(1/\epsilon)/[4\pi(1-\nu)]=0.0145\) eV/Å\(^2\), nearly seven times the chemical value. The figure depends on the cutoff in the logarithm: van der Merwe's Peierls-type formula with the same constants gives about 0.009 eV/Å\(^2\), so the factor is better read as four to seven. Their spacing, \(d/(\eta\Delta c)\approx98\) Å, is comparable with \(R\), so a smooth surface energy is itself doubtful at this size. The stress-free number is thus a reference value for a small misfit, not a prediction for such an alloy.

The remaining estimates refer to the stress-free case. Replacing the continuum by atomic layers lowers \(\sigma\) by 1.6 % for (100) and 2.3 % for (111) interfaces, which exceeds the 0.14 % error of the large-radius law. At fixed volume, a shape change with amplitude \(a\) in a normalized spherical harmonic of degree \(l\ge2\) costs \(\tfrac12\sigma(l-1)(l+2)a^2\). With \(kT/2\) per mode, the mean square displacement of the surface is \((kT/4\pi\sigma)\sum_l(2l+1)/[(l-1)(l+2)]\). Cut off at \(l\approx\pi R/\ell\), this gives a root-mean-square amplitude of 4.8 Å, about 5 % of the radius, so \(R\) must be read as a mean. A composition-dependent \(\kappa\) matters on a similar scale. If the asymmetric part of the mixing energy comes from triangles of nearest neighbours, the gradient coefficient is \(-d^2/6\) times the second derivative of the whole mixing energy. It is then 1.34 times the constant value in the matrix and 0.74 times in the precipitate, and \(\sigma\) rises by 2.2 %.

Short-range order limits the meaning of all these numbers. For the symmetric part of \(g\), mean field puts the critical temperature at 1276 K, but the same nearest-neighbour pair energies with full statistics give about 1040 K. At 1000 K, Monte Carlo sampling of that symmetric case gives a matrix fraction near 0.23, against 0.133 in mean field. The example therefore illustrates the law for a given mean-field free energy. It does not predict the solubility or interface energy of an alloy with these pair energies.

## Computed results

```
temperature 1000 K; kT = 0.08617 eV
mixing energies: pair 0.220 eV, skew 0.030 eV
cell edge 4.08 A; site volume 16.979 A^3
neighbour distance 2.885 A; kappa 0.6104 eV A^2
planar compositions: matrix 0.08387, precipitate 0.81976
composition step dc = 0.73588; mu0 = -0.006762 eV
g'' matrix 0.5317 eV, precipitate 0.2583 eV
interface width dc/max slope = 6.150 A
sigma = 0.002181 eV/A^2 = 34.94 mJ/m^2
sigma from planar profile = 0.002181 eV/A^2
R (A) | solved shift (eV) | law (eV) | R*(solved/law - 1) (A)
60 | 1.6803e-03 | 1.6772e-03 | 0.113
100 | 1.0077e-03 | 1.0063e-03 | 0.143
200 | 5.0357e-04 | 5.0315e-04 | 0.166
400 | 2.5169e-04 | 2.5158e-04 | 0.178
800 | 1.2582e-04 | 1.2579e-04 | 0.183
law at R = 100 A: 97.09 J/mol
solved relative error of law at 100 A: -0.143 %
matrix composition at 100 A: solved 0.08581, law 0.08577
solubility increase at 100 A: 2.31 %
solute's own potential shift at 100 A, law: 9.2190e-04 eV
projection at 100 A: 2 kappa int c'^2/r dr = 7.42553e-04 eV
symmetric case, error ratio for R = 60 and 120 A: 4.000
closed container radius 160 A: R = 99.715 A, shift 1.0105e-03 eV
lowest radial mode: solved -1.2259e-04 eV, law -1.2277e-04 eV
next radial mode: 0.1965 eV
Neglected effects, rough sizes
Young modulus 0.50 eV/A^3; Poisson ratio 0.42; misfit 0.040
coherency energy coefficient Y = 0.02342 eV per site
coherent compositions: 0.12682 and 0.73552
coherent planar shift of matrix potential: 1.4768e-02 eV
its ratio to the stress-free capillary law at 100 A: 14.68
coherent sigma = 0.001119 eV/A^2; factor g''/h'' = 0.8131
coherent capillary part at 100 A: solved 5.0538e-04 eV, law 5.0756e-04 eV
misfit dislocations if strain is relaxed: 0.0145 eV/A^2
layer-model sigma relative to continuum: (100) -1.60 %, (111) -2.26 %
thermal shape roughness at 100 A: 4.77 A (modes to 51)
width/R at 100 A: 0.0615
```
